# Reorganisation Energy and Huang-Rhys Factors: Ethylene and Its Cation

## Problem

Let $E_N(R)$ and $E_C(R)$ be the Born-Oppenheimer energies of a neutral molecule and its cation as functions of the nuclear coordinates $R$, with minima at $R_N$ and $R_C$. The four-point reorganisation energy is

$$
\lambda=[E_N(R_C)-E_N(R_N)]+[E_C(R_N)-E_C(R_C)].
$$

For mode $j$ of surface $X$ ($X=N$ or $C$), with angular frequency $\omega_j^X$, the Huang-Rhys factor is

$$
S_j^X=\frac{\omega_j^X(Q_j^X)^2}{2\hbar},
$$

where $Q_j^X$ is the component along that mode of the mass-weighted displacement between the two minima.

**(a)** Show that if both surfaces are harmonic, $\lambda$ equals the sum of $S_j\hbar\omega_j$ over the modes of both surfaces. The two surfaces may have different frequencies and different mode directions.

**(b)** When may one use twice the sum for one surface? Does replacing hydrogen by deuterium change the result?

**(c)** Compare the two sides for ethylene. The data below come from restricted Hartree-Fock for the neutral and unrestricted Hartree-Fock for the cation, in the 6-31G basis, with both geometries optimised in the planar $D_{2h}$ shape. Energies are in hartree (Ha):

| Surface | at $R_N$ | at $R_C$ |
|---|---:|---:|
| $E_N$ | $-78.004456$ | $-77.996264$ |
| $E_C$ | $-77.673182$ | $-77.681182$ |

The totally symmetric modes are:

| Surface | $\hbar\omega$ (mHa) | $S$ |
|---|---:|---:|
| neutral | 6.8930 | 0.42333 |
| neutral | 8.4134 | 0.76812 |
| neutral | 15.2083 | 0.00867 |
| cation | 6.3296 | 0.76375 |
| cation | 7.7690 | 0.25155 |
| cation | 15.2155 | 0.00369 |

Explain why the other nine vibrations of each species do not contribute.

**(d)** Trace the remaining difference to the anharmonic terms of the two surfaces.

## Solution

### (a) The harmonic identity

Write $d=R_C-R_N$ as a column of $3n$ Cartesian components for $n$ nuclei. The two structures are first aligned, so that $d$ contains no translation or rotation. A leftover translation would not alter the harmonic energy, but a leftover rotation can. A finite rotation costs no energy, yet it follows an arc, whereas the quadratic expansion is made along straight Cartesian lines. The resulting harmonic energy may be too high or too low.

Each bracket in $\lambda$ is a relaxation energy on one surface:

$$
\lambda_N=E_N(R_C)-E_N(R_N),\qquad
\lambda_C=E_C(R_N)-E_C(R_C).
$$

A constant added to either surface cancels within its bracket, so the energy offset between the species does not enter.

Expand each surface about its own minimum. The gradient vanishes there, and the harmonic assumption removes all terms beyond the second:

$$
E_X(R_X+u)=E_X(R_X)+\tfrac12u^TK_Xu.
$$

Here $K_X$ is the matrix of second derivatives. For the neutral $u=d$; for the cation $u=R_N-R_C=-d$. The two minus signs cancel in the quadratic form, so in both cases

$$
\lambda_X=\tfrac12d^TK_Xd.
$$

Let $M$ be the diagonal matrix of nuclear masses, each repeated three times. The normal modes are the columns of an orthogonal matrix $L_X$ satisfying

$$
M^{-1/2}K_XM^{-1/2}L_X=L_X\Omega_X^2,
$$

where $\Omega_X$ is diagonal and contains the frequencies. Define $Q^X=L_X^TM^{1/2}d$. Since $L_XL_X^T=1$, this gives $M^{1/2}d=L_XQ^X$. Inserting $M^{1/2}M^{-1/2}=1$ on both sides of $K_X$,

$$
\begin{aligned}
\lambda_X
&=\tfrac12(M^{1/2}d)^T
(M^{-1/2}K_XM^{-1/2})(M^{1/2}d)\\
&=\tfrac12(Q^X)^TL_X^TL_X\Omega_X^2Q^X\\
&=\tfrac12\sum_j(\omega_j^X)^2(Q_j^X)^2 .
\end{aligned}
$$

The last line uses $L_X^TL_X=1$. Translations and rotations have zero frequency and drop out. For each vibration, factor out one quantum:

$$
\tfrac12(\omega_j^X)^2(Q_j^X)^2
=\left[\frac{\omega_j^X(Q_j^X)^2}{2\hbar}\right]\hbar\omega_j^X
=S_j^X\hbar\omega_j^X .
$$

Adding the two surfaces gives the required result:

$$
\boxed{\lambda=\sum_jS_j^N\hbar\omega_j^N+\sum_kS_k^C\hbar\omega_k^C}
$$

No mode of one surface had to be matched with a mode of the other. Each sum resolves the same displacement $d$ in its own set of modes.

The factor $S_j$ is the classical displacement energy measured in vibrational quanta, and it need not be an integer. It also measures the shift against the zero-point spread. In the ground state the mean potential energy is half the zero-point energy, $\tfrac12\omega^2\langle Q^2\rangle=\tfrac14\hbar\omega$, so the spread is $\sigma=\sqrt{\hbar/2\omega}$. Hence $Q^2/\sigma^2=2\omega Q^2/\hbar=4S$, or $|Q|/\sigma=2\sqrt S$.

The argument requires positive curvature in every displaced mode. With negative curvature there is no oscillator quantum, and $S$ is undefined. If the minima coincide, $d=0$ and $\lambda=0$ even when the frequencies differ. A change of zero-point energy is not part of $\lambda$, which is built from Born-Oppenheimer energies.

### (b) One surface, and a change of isotope

From $\lambda_X=\tfrac12d^TK_Xd$, twice one surface's sum gives the harmonic $\lambda$ when

$$
d^TK_Nd=d^TK_Cd .
$$

Equal matrices are sufficient, but equal curvature along $d$ is enough. In one dimension, with force constants $k_N$ and $k_C$, the harmonic result is $\lambda=\tfrac12(k_N+k_C)d^2$, which becomes $k d^2$ when both equal $k$.

The expression $\tfrac12d^TK_Xd$ contains no mass. For the same $d$, an isotope can change the frequencies and the individual $S_j$, but not $\sum_jS_j\hbar\omega_j$. Replacing all hydrogen in neutral ethylene by deuterium raises $\sum_jS_j$ from 1.200 to 1.230, while the energy sum stays at 9.512 mHa.

### (c) Ethylene

The computed CC length grows from 2.498 to 2.659 $a_0$ on ionisation, the HCH angle opens from 116.1° to 118.0°, and the CH length changes by less than 0.001 $a_0$. The cation's unpaired spin lies in the out-of-plane p functions, so the electron has been taken from the $\pi$ orbital.

**Which modes contribute.** Place both molecules in the same plane, with common centre and axes. Every symmetry operation $g$ of $D_{2h}$ then leaves $d$ unchanged. It also leaves $v=M^{1/2}d$ unchanged, because it exchanges only nuclei of equal mass. For a vibration $l$ that is not totally symmetric, some operation gives $gl=-l$, since each symmetry type of $D_{2h}$ is one-dimensional. Symmetry operations preserve scalar products, so

$$
l^Tv=(gl)^T(gv)=-l^Tv=0 .
$$

Such a mode has $Q=0$. The same argument excludes translations and rotations from $d$, because none of them is totally symmetric in $D_{2h}$.

A planar $D_{2h}$ structure is fixed by three numbers: the distance of the carbons from the centre and two coordinates of one hydrogen. There are therefore three totally symmetric modes, and the other nine of the twelve vibrations drop out.

**Four-point side.** The relaxation energies are

$$
\begin{aligned}
\lambda_N&=-77.996264+78.004456=0.008192\ \text{Ha},\\
\lambda_C&=-77.673182+77.681182=0.008000\ \text{Ha}.
\end{aligned}
$$

Their sum is $\lambda=16.192$ mHa, or 0.441 eV.

**Harmonic side.** Multiplying each $S$ by its quantum gives, in mHa,

$$
\begin{aligned}
\lambda_N^{\rm har}&=2.918+6.463+0.132=9.512,\\
\lambda_C^{\rm har}&=4.834+1.954+0.056=6.845,
\end{aligned}
$$

where the totals were formed before rounding. The harmonic value is $\lambda^{\rm har}=16.357$ mHa, or 0.445 eV. The four-point value lies 0.165 mHa below it, a difference of 1.0% relative to the four-point value.

The largest neutral factor, $S=0.768$, corresponds to a shift of $2\sqrt{0.768}=1.75$ zero-point spreads. The highest mode of each species hardly contributes. Carbon motion makes up 0.22 of the squared mode vector in the lowest neutral mode and 0.71 in the middle one; for the cation these shares are 0.59 and 0.35. The two lower modes are mixed differently in the two species, so modes of equal rank are not identical motions and their $S$ values need not be similar.

Using one surface twice would give 19.02 mHa from the neutral or 13.69 mHa from the cation. Relative to the four-point value, these are 17% too high and 15% too low. The curvatures $d^TK_Xd$, each taken at its own minimum, differ too much for that shortcut. This does not mean that the cation surface is the softer one. From the coefficients of part (d), the curvature $2k_2+6c_3+12c_4$ at the far end of the path is about 12 mHa for the neutral at $R_C$ and about 21 mHa for the cation at $R_N$, so at either geometry the cation is somewhat stiffer along $d$. The gap between the two sums arises because both surfaces soften as the CC bond lengthens. Doubling an actual relaxation energy instead gives 16.38 or 16.00 mHa, within 1.2% of the four-point value.

### (d) The anharmonic difference

Agreement to about 1% in the sum does not show that each surface is harmonic to 1%. Relative to the actual relaxation energies, the harmonic value is 16% too high for the neutral and 14% too low for the cation.

To see why, move a fraction $t$ of the way from each minimum towards the other:

$$
E_X(t)=E_X(0)+k_2^Xt^2+c_3^Xt^3+c_4^Xt^4+\cdots .
$$

The quadratic coefficient is $k_2^X=\tfrac12d^TK_Xd=\lambda_X^{\rm har}$. It can be found from energies alone by forming

$$
A(t)=\frac{E_X(t)+E_X(-t)-2E_X(0)}{2t^2}
=k_2^X+c_4^Xt^2+\cdots ,
$$

in which the odd terms cancel. Combining two displacements removes the quartic term:

$$
\frac{4A(1/4)-A(1/2)}3
=\frac{(4-1)k_2^X+(4/16-1/4)c_4^X}3+\cdots
=k_2^X+\cdots .
$$

This gives 9.512 mHa for the neutral and 6.845 mHa for the cation, in agreement with the mode sums obtained from second derivatives. It is a numerical test of the identity in its harmonic regime.

The higher coefficients follow from the same energies:

$$
c_4^X\simeq\frac{A(1/2)-A(1/4)}{1/4-1/16},\qquad
c_3^X\simeq\frac{E_X(1/2)-E_X(-1/2)}{2(1/2)^3}.
$$

At $t=1$ the error of the harmonic law should be close to $c_3+c_4$. In mHa:

| Surface | $c_3$ | $c_4$ | $c_3+c_4$ | $\lambda_X-\lambda_X^{\rm har}$ |
|---|---:|---:|---:|---:|
| neutral | −1.457 | 0.144 | −1.313 | −1.321 |
| cation | 1.048 | 0.102 | 1.150 | 1.155 |

The two terms account for nearly all of the mismatch on each surface.

The opposite signs of $c_3$ come from the directions of travel. Let $g_X(d)$ be the cubic energy term of surface $X$ for a displacement $+d$ from its minimum. The neutral is displaced by $+d$ and the cation by $-d$, and a cubic term changes sign with its argument. Hence

$$
c_3^N+c_3^C=g_N(d)-g_C(d).
$$

The finite-step estimates above give $g_N(d)\simeq-1.457$ mHa and $g_C(d)\simeq-1.048$ mHa; they still contain a small fifth-order part. Both cubic terms lower the energy in the direction that lengthens the CC bond, so they partly cancel in $\lambda$, leaving $-0.409$ mHa. The quartic terms do not change sign with direction and add $+0.246$ mHa. The total, $-0.163$ mHa, is close to the observed $-0.165$ mHa.

If $d$ is multiplied by a number $s<1$, with the quadratic and higher force constants of both surfaces held fixed, the harmonic energy falls as $s^2$ and the cubic term as $s^3$. The relative error of each relaxation energy then vanishes in proportion to $s$ at leading order. For large displacements the four-point energy remains defined, but the anharmonic terms need not be small, so the accuracy of the harmonic sum is no longer assured.

**Scope of the numbers.** Neither planar structure has a negative vibrational curvature, so both are local minima on the restricted neutral and unrestricted cation surfaces used here. Twisting the cation by 10° about the CC axis, with the other internal coordinates frozen, raises its energy by 0.20 mHa. Hartree-Fock omits electron correlation, and 6-31G is a small basis, so neither this preference for planarity nor the value of $\lambda$ should be taken for experiment. With 6-31G* and reoptimised planar geometries, $\lambda$ rises by about 0.2 mHa to 16.40 mHa (0.446 eV), both CC lengths shorten by about 0.01 $a_0$, and the HCH angles open by 0.3° to 0.5°. The restricted solution of the neutral is also unstable at $R_N$ once the restriction is lifted, so it is not the lowest single-determinant solution in this basis. Spectroscopic and coupled-cluster studies report that the real cation is twisted, so in the real molecule the torsion is displaced as well. The planar cation then lies between two equivalent twisted minima, and a single harmonic well cannot describe that coordinate over its whole range. The numerical output gives the remaining twist energies and the deuterated results.

## Computed values

```
Level: RHF/UHF, basis 6-31G, planar D2h geometries
neutral: CC length 2.4983 a0, CH length 2.0295 a0
neutral: HCH angle 116.14 deg
cation: CC length 2.6593 a0, CH length 2.0300 a0
cation: HCH angle 117.98 deg
E_N(R_N) = -78.004456 Ha
E_N(R_C) = -77.996264 Ha
E_C(R_C) = -77.681182 Ha
E_C(R_N) = -77.673182 Ha
cation spin in out-of-plane p functions = 1.0000
cation <S^2> = 0.7534 (pure doublet 0.75)
neutral modes: hbar*omega (mHa), S, S*hbar*omega (mHa), carbon share
    6.8930   0.42333    2.9180   0.219
    8.4134   0.76812    6.4625   0.707
   15.2083   0.00867    0.1318   0.073
neutral: sum S = 1.2001; with D for H = 1.2304
neutral: sum S*hbar*omega = 9.5123 mHa
  same with D for H = 9.5123 mHa
  k2 from small displacements = 9.5123 mHa
  relaxation energy = 8.1918 mHa
  relaxation - harmonic = -1.3205 mHa
  c3 = -1.4565 mHa, c4 = 0.1439 mHa
cation modes: hbar*omega (mHa), S, S*hbar*omega (mHa), carbon share
    6.3296   0.76375    4.8343   0.587
    7.7690   0.25155    1.9543   0.352
   15.2155   0.00369    0.0561   0.062
cation: sum S = 1.0190; with D for H = 1.0462
cation: sum S*hbar*omega = 6.8447 mHa
  same with D for H = 6.8447 mHa
  k2 from small displacements = 6.8447 mHa
  relaxation energy = 7.9999 mHa
  relaxation - harmonic = 1.1552 mHa
  c3 = 1.0480 mHa, c4 = 0.1016 mHa
four-point lambda = 16.1917 mHa = 0.4406 eV
harmonic lambda = 16.3570 mHa = 0.4451 eV
four-point - harmonic = -0.1653 mHa (-1.02 % of four-point)
twice the neutral harmonic sum = 19.0247 mHa
twice the cation harmonic sum = 13.6893 mHa
planar cation: negative curvatures = 0
cation torsional constant = 11.673 mHa/rad^2
cation twisted by 10 deg: energy change 0.1962 mHa
cation twisted by 20 deg: energy change 0.9873 mHa
cation twisted by 30 deg: energy change 2.8726 mHa
```
